# Does a single cyclopentadienyl proton resonance prove η⁵ coordination?

**Question**

I have made a diamagnetic cyclopentadienyl complex that I want to use as a deposition precursor. Its 400 MHz proton spectrum in solution shows one ring line, integrating to five protons, at room temperature. Cooling to 180 K still leaves one line. An η¹ ring has one proton on the carbon bound to the metal and four on the other carbons, so I would expect several resonances. Can I conclude that the ring is η⁵?

**Answer**

No. Your expectation describes an η¹ ring whose metal stays on one carbon for long enough. If the metal moves quickly from carbon to carbon, each proton samples every environment, and the spectrum shows their average. Whether cooling reveals the separate lines depends on the migration barrier and on how far apart the lines are in Hz.

**What has to move**

Number the ring positions relative to the metal: 0 is the carbon bound to it, 1 and 4 are its neighbours, and 2 and 3 are the remote carbons. If the two sides of the ring are equivalent, the proton environments are

$$a,\ b,\ c,\ c,\ b,$$

with areas $1:2:2$. This equivalence needs a mirror plane, or fast rotation about the metal–carbon bond that makes the two sides equal on average. A frozen, unsymmetrical conformer can have five different shifts. So can a complex with a chiral metal fragment, even when rotation is fast, because its two ring sides need not average to the same environment.

With an achiral metal fragment, fast rotation about that bond can make 1 equivalent to 4 and 2 equivalent to 3, but it leaves the metal on the same carbon. It therefore cannot mix $a$, $b$ and $c$. Migration can. A test with five unequal shifts (3.5, 5.9, 6.25, 6.35 and 6.1 ppm around the ring) gave five lines when frozen, three with fast side exchange, and one with fast migration. The fast rates were $10^6\ \mathrm{s^{-1}}$.

An η⁵ ring also needs motion if the rest of the complex has low symmetry: ring rotation then makes its protons equivalent. A singlet tells you that the five shifts agree within the resolution, often through motion. It does not identify the motion.

**The equation of motion**

Suppose the metal makes 1,2-shifts, with rate $k$ to each neighbouring carbon. The total leaving rate is then $2k$. Let $M_j$ be the complex transverse magnetisation of protons at position $j$, $\omega_j$ their angular frequency, and $R$ their relaxation rate without exchange. I assume intramolecular migration, equal populations of the five metal positions, and for now no spin–spin coupling. Each jump changes a proton's relative position by one, so

$$\frac{dM_j}{dt}=(i\omega_j-R)M_j+k\left(M_{j+1}+M_{j-1}-2M_j\right),$$

with indices taken around the ring. The two positive exchange terms are arrivals; $-2kM_j$ is departure. The observed signal is the sum of the $M_j$, and the spectrum is the real part of its Fourier transform.

As a test of this equation, 100,000 random metal walks with $k=2000\ \mathrm{s^{-1}}$ were averaged directly. At 0.2, 0.5 and 1 ms the signal differed from the equation's solution by at most 0.0011, relative to an initial signal of 1.

**Slow migration: several lines**

Add the equations for positions that share a frequency. With $M_a=M_0$, $M_b=M_1+M_4$ and $M_c=M_2+M_3$, the exchange terms are

$$\begin{aligned}
\dot M_a&: \quad -2kM_a+kM_b,\\
\dot M_b&: \quad -2kM_b+2kM_a+kM_c,\\
\dot M_c&: \quad -kM_c+kM_b.
\end{aligned}$$

The last line follows from

$$k(M_1+M_3-2M_2)+k(M_2+M_4-2M_3)=k(M_1+M_4)-k(M_2+M_3).$$

Half of the jumps from a $c$ position lead to the other $c$ position and do not change the frequency.

When $k$ is much smaller than the angular-frequency gaps, arrivals from another line oscillate out of step and nearly cancel over time. The remaining decay rates are $R+2k$, $R+2k$ and $R+k$. A signal decaying at rate $\Gamma$ has the line shape $\Gamma/(\Gamma^2+\delta^2)$, where $\delta$ is the angular-frequency offset. Half height occurs at $\delta=\pm\Gamma$, so the full width is $2\Gamma$ in angular frequency, or $\Gamma/\pi$ in Hz. The added widths are therefore

$$\Delta\nu_a=\Delta\nu_b=\frac{2k}{\pi},\qquad \Delta\nu_c=\frac{k}{\pi}.$$

For 1,3-shifts, position 1 connects to 3 and 4. Now half of the jumps from $b$ lead to $b$, while every jump from $c$ changes the environment. The widths of $b$ and $c$ swap. If you can assign these lines independently, their unequal broadening tells you which path dominates.

**Fast migration: one line**

The fast limit is clearest in terms of patterns around the ring. Write

$$M_j=\sum_{q=0}^{4}C_q e^{2\pi iqj/5}.$$

Inserting one pattern into the 1,2-shift exchange term gives

$$k\left(e^{2\pi iq/5}+e^{-2\pi iq/5}-2\right)=-g_q,\qquad
g_q=2k\left[1-\cos\frac{2\pi q}{5}\right].$$

The uniform pattern has $g_0=0$: migration redistributes magnetisation but does not destroy its sum. The other four patterns decay. Their rates are $g_1=g_4=1.382k$ and $g_2=g_3=3.618k$.

Now work in a frame rotating at the mean frequency

$$\bar\omega=\frac{\omega_a+2\omega_b+2\omega_c}{5}.$$

The frequency differences couple the patterns through

$$w_q=\frac15\sum_j(\omega_j-\bar\omega)e^{-2\pi iqj/5}.$$

For $q\ne0$ the constant $\bar\omega$ drops out, because the five phase factors sum to zero. Positions 1 and 4, and positions 2 and 3, combine into cosines:

$$w_q=\frac{\omega_a+2\omega_b\cos(2\pi q/5)+2\omega_c\cos(4\pi q/5)}5.$$

A pulse excites all protons equally, so the signal starts in $C_0$. When $|w_q|\ll g_q$, and $R$ is also small compared with $g_q$, the leading-order equation for a decaying pattern is

$$\dot C_q\simeq-g_qC_q+iw_qC_0.$$

After a time of a few $1/g_q$ it follows $C_0$, with $C_q\simeq iw_qC_0/g_q$. Substituting this into the equation for the uniform pattern gives

$$\begin{aligned}
\dot C_0&=-RC_0+i\sum_{q=1}^{4}w_{-q}C_q\\
&\simeq-\left(R+\sum_{q=1}^{4}\frac{|w_q|^2}{g_q}\right)C_0.
\end{aligned}$$

Here $i^2=-1$ supplies the minus sign, and $w_{-q}=w_q^*$ because the frequencies are real. The result is one line at $\bar\omega$, with added width

$$\Delta\nu_{\rm ex}\simeq\frac1\pi\sum_{q=1}^{4}\frac{|w_q|^2}{g_q}.$$

Since $g_q\propto k$, faster migration narrows the line. At fixed $k$ and fixed shifts in ppm, the added width grows as the square of the spectrometer frequency.

**Numbers for a barrier that cooling can reveal**

Take rough shifts of 3.5, 6.0 and 6.3 ppm for $a$, $b$ and $c$, a natural width of 1 Hz, and a free-energy barrier of $G=0.45$ eV. At 400 MHz the gaps are 1000 Hz between $a$ and $b$, and 120 Hz between $b$ and $c$. The mean shift is

$$\frac{3.5+2(6.0)+2(6.3)}5=5.62\ \mathrm{ppm}.$$

This lies within the rough range of 4 to 6.5 ppm common for diamagnetic η⁵ rings, so the position does not settle the matter.

For the rate I use the Eyring expression with unit transmission, applied to each target carbon:

$$k=\frac{k_BT}{h}e^{-G/k_BT}.$$

At 300 K, $k_BT=0.02585$ eV, so

$$k\simeq(6.25\times10^{12}\ \mathrm{s^{-1}})e^{-17.41}
\simeq1.72\times10^5\ \mathrm{s^{-1}}.$$

The frequencies on the ppm scale are 1400, 2400 and 2520 Hz. They give $|w_1|/2\pi\simeq239$ Hz and $|w_2|/2\pi\simeq185$ Hz, or 1501 and 1163 rad/s. Patterns 4 and 3 repeat these values, hence the factor of two:

$$\Delta\nu_{\rm ex}\simeq\frac2\pi\left[\frac{1501^2}{1.382k}+\frac{1163^2}{3.618k}\right]\simeq7.4\ \mathrm{Hz}.$$

With the natural width, the total is 8.4 Hz, in agreement with the width measured on the full calculated spectrum.

On cooling, this model behaves as follows:

- At 240 K, $k\simeq1780\ \mathrm{s^{-1}}$. There is one maximum, but not yet a sharp averaged line: $g_1\simeq2460\ \mathrm{s^{-1}}$ is comparable with $|w_1|$.
- At 220 K, $k\simeq225\ \mathrm{s^{-1}}$ and there are two maxima. The estimated width of $a$, about 144 Hz, is far below its 1000 Hz gap from $b$, so the merged pair is $b$ and $c$.
- At 200 K, $k\simeq19\ \mathrm{s^{-1}}$ and there are three maxima, with widths of 13.1, 13.2 and 7.1 Hz for $a$, $b$ and $c$.

In a scan in 1 K steps, 234 K was the highest temperature with more than one maximum, and 217 K the highest with three.

**Why your spectrum at 180 K is not decisive**

Keep the shifts and field fixed, but lower the barrier to 0.25 eV. At 180 K the rate is still $3.75\times10^5\ \mathrm{s^{-1}}$, and the calculated spectrum is one line 4.4 Hz wide. At 300 K migration adds only 0.003 Hz to the 1 Hz natural width. Such a line would not be distinguishable in practice from an η⁵ singlet at the same shift.

This model first shows more than one maximum at 133 K when cooled in 1 K steps. Toluene, for comparison, freezes near 180 K. A solvent can therefore run out of liquid range before the ring runs out of motion.

If your line broadens on cooling, compare it with a reference line in the same sample. Broadening of both may come from viscosity or poor field homogeneity. Selective broadening of the ring line suggests exchange, but does not by itself identify metal migration.

**Does proton–proton coupling spoil the singlet?**

Not in the fast limit. The coupling energy is a sum of terms $J_{jl}\,\mathbf I_j\cdot\mathbf I_l$. Each is unchanged when all spins are rotated together, so it commutes with the total transverse spin that produces the signal. Once the shifts have averaged to a common value, these couplings cannot split the line.

A five-spin calculation with rough couplings of up to 5 Hz gave the same 8.40 Hz width at 300 K for the 0.45 eV barrier. At 240 K the largest change, sampled every 15 Hz, rounded to 0.00% of the highest signal.

Coupling does matter when the lines are resolved. At 200 K, the $c/b$ height ratio for 1,2-shifts changes from 1.86 without coupling to about 1.6 with it. For 1,3-shifts it changes from 0.54 to 0.63. The contrast between the two paths survives here, but a quantitative fit should include coupling. Couplings to other magnetic nuclei, such as phosphorus in a ligand, are outside this calculation.

**How this relates to a real complex**

The 0.45 eV example lies in the regime of the η¹ ring in $(\eta^5\text{-}\mathrm{C_5H_5})(\eta^1\text{-}\mathrm{C_5H_5})\mathrm{Fe(CO)_2}$. That compound shows two ring singlets at room temperature, one for each ring, and the η¹ signal separates on cooling. My shifts and barrier are rough typical values, not a fit, so the calculated temperatures should not be read as measurements. In that compound the lower-field olefinic line is usually assigned to the protons next to the metal-bound carbon, the reverse of the $b$, $c$ order used here. Swapping the two shifts gives 6.9 Hz instead of 8.4 Hz at 300 K, moves the threshold temperatures by 1 K, and makes the 6.3 ppm line the broader one at 200 K for 1,2-shifts. A real free-energy barrier also varies with temperature through its entropy part. Changing it by 0.02 eV moves the calculated 300 K width from 8.4 Hz to 4.4 Hz (lower barrier) or 17 Hz (higher barrier). Tunnelling is a smaller correction: a rough barrier frequency of 200 cm⁻¹ gives a Wigner factor of 1.09 at 200 K, a 9% increase in rate.

**What to measure next**

Go colder if a suitable solvent allows it, and use a higher field if you can. Resolved $a$, $b$ and $c$ signals with areas $1:2:2$, including one shifted towards the saturated C–H region, would support η¹ coordination. Failure to resolve them sets a limit on the combination of rate and shift differences; it does not prove η⁵.

Carbon-13 is a more sensitive probe because its shifts are further apart. With rough shifts of 30, 145 and 125 ppm at 100 MHz, proton decoupling, and the 0.45 eV barrier, the averaged line at 300 K is 547 Hz wide. It could disappear into the noise while the proton line remains easy to see. A missing ring-carbon signal is then a reason to change the temperature.

Even a sharp carbon singlet at room temperature is not proof. For these carbon shifts the fast-limit formula gives about 550 Hz of added width at 300 K with the 0.45 eV barrier. Lowering the barrier to 0.25 eV reduces it by the same rate ratio as for protons:

$$550\ \mathrm{Hz}\times\frac{0.0032}{7.40}\simeq0.24\ \mathrm{Hz}.$$

That value is for 300 K. At 180 K the same 0.25 eV model adds 3.4 Hz to the proton line, so about $550\times3.4/7.4\simeq250$ Hz to the carbon line. A carbon spectrum at 180 K would therefore reveal this case, and a line still sharp there would require an even lower barrier or smaller shift differences.

A crystal structure can show how the ring is bound in the solid, though the solution or vapour may differ. For your sample, I would report "one ring-proton resonance down to 180 K, consistent with η⁵ coordination or rapid η¹ migration" until structural evidence separates them. A rapidly migrating η³ ring could also give one line. The numerical output below lists the values behind the examples.

## Calculated quantities

```
Proton frequency: 400 MHz
Input shifts a, b, c: 3.5 6.0 6.3 ppm
Input barriers: 0.45, 0.25 eV
Natural FWHM: 1.0 Hz
Offsets b-a, c-b: 1000, 120 Hz
Lines frozen / rotating / migrating: 5 3 1
Random-walk test rate: 2000 1/s; walkers: 100000
Largest random-walk signal error: 0.0011 (no unit)
Areas a, b, c at 180 K: [1. 2. 2.] protons
180 K: k = 0.943 1/s; maxima = 3
200 K: k = 19.1 1/s; maxima = 3
220 K: k = 225 1/s; maxima = 2
240 K: k = 1.78e+03 1/s; maxima = 1
260 K: k = 1.03e+04 1/s; maxima = 1
300 K: k = 1.72e+05 1/s; maxima = 1
Highest whole T with three maxima: 217 K
Highest whole T with more than one maximum: 234 K
1,2-shift FWHM a, b, c at 200 K: [13.14 13.21  7.09] Hz
1,2-shift height c/b at 200 K, without / with J: 1.86 / 1.62
1,3-shift FWHM a, b, c at 200 K: [13.14  7.09 13.21] Hz
1,3-shift height c/b at 200 K, without / with J: 0.54 / 0.63
Averaged line position at 300 K: 5.620 ppm
Added FWHM at 300 K, formula: 7.40 Hz
Total FWHM at 300 K, spectrum: 8.40 Hz
Total FWHM at 300 K with J: 8.40 Hz
J effect at 240 K / highest signal: 0.00 %
Largest input J: 5 Hz
Low barrier, k at 180 K: 3.75e+05 1/s
Low barrier, total FWHM at 180 K: 4.40 Hz
Low barrier, added FWHM at 300 K: 0.0032 Hz
Low barrier, highest whole T with several maxima: 133 K
Carbon-13 input shifts a, b, c: 30.0 145.0 125.0 ppm
Carbon-13 frequency: 100 MHz
Carbon-13 mean shift: 114.0 ppm
Carbon-13 FWHM at 300 K: 547 Hz
Barrier error considered: 0.02 eV
Proton FWHM at 300 K, barrier lower / higher: 4.42 / 17.05 Hz
Input barrier wavenumber: 200 cm^-1
Wigner tunnelling factor at 200 K: 1.086 (no unit)
```
